# Why a quiet multimode laser diode has noisy individual modes

A nine-mode laser diode, modelled below, emits 2 mW. At 10 MHz its total power has a relative intensity noise of −146.4 dB/Hz. The strongest side mode of the same light has −77.6 dB/Hz, which is 69 dB more (both values come from linearized theory; the side-mode value is good to about 1 dB). This mode carries about 8% of the power, which lowers its noise by 22 dB when measured against the total power. That still leaves it more than 40 dB above the noise of the total. The side-mode noise must therefore be cancelled in the sum by opposite changes elsewhere. These notes find what enforces the cancellation, what it leaves free, and what undoes it.

## The model

Mode $i$ holds $s_i$ photons, and $S=\sum_i s_i$. The algebra uses atomic units, so a photon has energy $\omega$ and the mirrors emit power $\omega\kappa_mS$. In the example, lengths are in nm or µm and times in ns.

The matrix element for adding a photon is proportional to $\sqrt{s_i+1}$, and for removing one to $\sqrt{s_i}$. The golden rule squares them:

- emission at rate $a(s_i+1)$,
- absorption at rate $b_is_i$,
- loss at rate $\kappa s_i$, of which $\kappa_ms_i$ leaves through the mirrors.

The net gain is $g_i=a-b_i$. I take $a$ and $\kappa$ equal for all modes. All modes draw on one carrier reservoir with the same differential gain, and any saturation is shared. Then
$$g_i-\kappa=\mu(t)-\Delta_i ,$$
where $\mu$ is common to all modes and $\Delta_i$ is a fixed gain deficit.

The example is a 300 µm cavity near 1550 nm with mode spacing 1.001 nm, $\kappa=413.2$ /ns, $\kappa_m=300.8$ /ns and $a=2\kappa=826.4$ /ns. Dividing 2 mW by the photon energy (0.80 eV) and by $\kappa_m$ gives $S=51\,883$. The gain is a parabola of width 40 nm, with its peak 0.1 spacings from the main mode:
$$\Delta_j=\kappa\left[\frac{(j-0.1)\,1.001}{40}\right]^2,\qquad \Delta_1-\Delta_0=413.2\,(0.02503)^2(0.81-0.01)=0.207\ \text{/ns}.$$

## First contribution: spontaneous emission at fixed gain

Freeze the gain. In the steady state, upward and downward jumps between $s$ and $s+1$ balance:
$$a(s+1)\,p_s=(b+\kappa)(s+1)\,p_{s+1}.$$
So $p_s\propto q^s$ with $q=a/(b+\kappa)$. The mean is $m=q/(1-q)$ and the variance is $q/(1-q)^2=m(m+1)$. With $a=1$ and $b+\kappa=1.1$, a numerical solution of the jump equations gives mean 10.000 and variance 110.00, as it should.

For $m\gg1$ the relative rms is close to 1. This is thermal noise, and it is the natural state of a mode whose gain does not respond to its own photon number.

## Second contribution: the shared gain

For many photons the jumps become a drift plus Gaussian noise. The noise strength is the sum of upward and downward rates, $a(s_i+1)+(b_i+\kappa)s_i\approx2as_i$, because $|\mu-\Delta_i|\ll a$:
$$ds_i=\left[(\mu-\Delta_i)s_i+a\right]dt+\sqrt{2as_i}\,dW_i .$$

Now follow the shares $x_i=s_i/S$. Itô's rule keeps second-order terms:
$$dx_i=\frac{ds_i}{S}-\frac{s_i\,dS}{S^2}-\frac{ds_i\,dS}{S^2}+\frac{s_i(dS)^2}{S^3}.$$
Since $ds_i\,dS=2as_i\,dt$ and $(dS)^2=2aS\,dt$, the last two terms are $-2as_i/S^2$ and $+2as_i/S^2$ times $dt$, and they cancel. In the first two, $\mu x_i$ appears once with each sign. With $r=a/S$ and $M$ modes, the drift is
$$v_i=r(1-Mx_i)-\Delta_ix_i+x_i\sum_j\Delta_jx_j .$$
The noise is $\sqrt{2rx_i}\,dW_i-x_i\sum_k\sqrt{2rx_k}\,dW_k$. Its covariance per unit time is $2D_{ij}$, with
$$D_{ij}=r(x_i\delta_{ij}-x_ix_j).$$

This is the central point. The carriers act through $\mu$, and $\mu$ has dropped out. The reservoir can restore $S$, but it exerts no force on the division of $S$ among the modes. It enters the shares only through $S$ in $r$, which I now treat as constant.

### Stationary distribution

Try
$$P\propto\exp\Big(-\sum_k\Delta_kx_k/r\Big)\quad\text{on}\quad\sum_kx_k=1 .$$
Use $x_1,\dots,x_{M-1}$ as independent coordinates. The probability current is $v_iP-\sum_{j<M}\partial_j(D_{ij}P)$. Two sums are needed:
$$\sum_{j<M}\partial_jD_{ij}=r\left[1-(M-1)x_i-x_i\right]=r(1-Mx_i),$$
$$-\sum_{j<M}D_{ij}\,\partial_j\ln P=\sum_{j<M}(x_i\delta_{ij}-x_ix_j)(\Delta_j-\Delta_M)=\Delta_ix_i-x_i\sum_{j=1}^M\Delta_jx_j .$$
The second uses $\sum_{j<M}x_j=1-x_M$. The current is $v_iP$, minus the first sum times $P$, plus the second times $P$. These add to zero, so $P$ is stationary.

Eliminate the main mode through $x_0=1-\sum_{i\ne0}x_i$. The density becomes $\exp[-\sum_{i\neq0}(\Delta_i-\Delta_0)x_i/r]$. The side modes are thus independent thermal modes, subject only to their shares summing to less than 1, and the main mode takes the remainder. When that restriction hardly acts,
$$\bar x_i\approx\sigma_i\approx\frac{r}{\Delta_i-\Delta_0},\qquad \mathrm{Cov}(x_0,x_i)\approx-\sigma_i^2,\qquad \sigma_0^2\approx\sum_{i\ne0}\sigma_i^2 .$$

For mode +1, $0.01593/0.207=0.077$. The full distribution gives a share of 0.0769 with relative rms 0.999, and a main share of 0.819 with relative rms 0.117. The correlation of the main mode with mode +1 is −0.80, while that of modes +1 and −1 is only −0.0002. The anticorrelation is between the strong mode and the weak ones, not among the weak ones.

A simulation of nine complex fields coupled to the carriers, with the parameters given here and below, does not hold $S$ fixed. It gives shares 0.819 and 0.077, relative rms 0.116 and 0.993, and correlation −0.80.

### Can any pair be positively correlated?

Not in this distribution. Fix $x_i$, leaving $u=1-x_i$ for the others. The density of $x_j=y$ is then proportional to $e^{-\Delta_jy/r}h(u-y)$, where $h$ is the convolution of the remaining exponentials.

First, $\ln h$ is concave. This holds for one exponential. If it holds for $h$, let $k(u)=\int_0^ue^{-\lambda z}h(u-z)\,dz$, so that $k'/k=h/k-\lambda$. In
$$\frac{k(u)}{h(u)}=\int_0^ue^{-\lambda z}\frac{h(u-z)}{h(u)}\,dz$$
the ratio in the integrand does not fall as $u$ grows, and the range widens. So $k'/k$ does not rise, and $\ln k$ is concave too.

Raising $u$ therefore multiplies the density of $y$ by a factor that does not fall with $y$, and opens new room only at the largest $y$. The mean of $x_j$ cannot fall as $u$ rises, so it cannot rise with $x_i$, and $\mathrm{Cov}(x_i,x_j)\le0$. With two modes $x_j=u$, and the result is immediate.

This is a statement about equal times. Frequency by frequency the sign can differ. Modes +1 and −1 respond together to slow changes of the common gain $\mu$, so near 10 MHz and below their fluctuations are weakly positively correlated, by about +0.05 to +0.07. Near 100 MHz the correlation is weakly negative.

### The opposite limit: equal modes

If all $\Delta_i$ are equal, $P$ is uniform. For fixed $x_i+x_j=w$, $x_i$ is uniform on $[0,w]$, so $\langle x_i^2\rangle=w^2/3$ and $\langle x_ix_j\rangle=w^2/6$, a ratio of 2. The condition $\langle(\sum x_i)^2\rangle=1$ then reads $[2M+M(M-1)]\langle x_ix_j\rangle=1$. Hence
$$\sigma^2=\frac{2}{M(M+1)}-\frac1{M^2}=\frac{M-1}{M^2(M+1)} .$$
Two equal modes have relative rms $1/\sqrt3=0.577$. The example comes close to this if the gain peak drifts 0.4 nm relative to the modes, roughly the effect of 1 K. The former main mode then has share 0.454 and relative rms 0.579.

## Third contribution: what remains in the total

Let $\delta n$ be the carrier deviation, $\tau=1$ ns the carrier lifetime and $g'=10^{-5}$ /ns the gain per carrier. Stimulated events move quanta between carriers and photons, so they vanish from the sum of the two equations. For $\omega\tau\ll1$ (it is 0.06 at 10 MHz) the time derivative of the sum is negligible:
$$\kappa\,\delta S+F_{\rm loss}=F_{\rm pump}-F_{\rm rec}-\delta n/\tau .$$
The left side is the fluctuation of all photons leaving the modes. It is set by the pump, by recombination and by a carrier term.

To find $\delta n$, linearize each mode. The steady state gives $\Delta_i-\mu=a/s_i\equiv\gamma_i$, so at low frequency
$$0=-\gamma_i\,\delta s_i+s_i\,\delta\mu+F_i,\qquad \delta s_i=\frac{s_i}{a}(F_i+s_i\,\delta\mu).$$
Setting $\sum\delta s_i\approx0$ gives $\delta\mu=-\sum s_iF_i/\sum s_i^2$. Then $\delta n\approx\delta\mu/g'$, because shared saturation changes this by under 1% here.

Of all lost photons, a fraction $\eta=\kappa_m/\kappa=0.728$ leaves through the mirrors. This random selection adds $\eta(1-\eta)\kappa S$ to the noise density of the emitted flux. The pump and recombination are taken as Poissonian, with rates $R_p=R_r+\kappa S$ and $R_r$. The one-sided relative noise is
$$\frac{2}{(\kappa S)^2}\left[R_p+R_r+\frac{2a}{(g'\tau)^2}\frac{\sum s_i^3}{(\sum s_i^2)^2}\right]+\frac{2(1-\eta)}{\eta\kappa S}.$$

A threshold current of 10 mA means $R_r=6.24\times10^7$ /ns, and $\kappa S=2.14\times10^7$ /ns. The contributions are:

- pump and recombination: $0.64\times10^{-6}$ ns,
- carrier term: $1.6\times10^{-6}$ ns,
- selection by the mirrors: $0.03\times10^{-6}$ ns.

The sum, $2.3\times10^{-6}$ ns $=2.3\times10^{-15}$ /Hz, is −146.4 dB/Hz. This is the zero-frequency limit; the full linear model gives the same value at 10 MHz. The large swings of the shares, which linear theory leaves out, raise it only slightly, by roughly 0.1 to 0.2 dB. The carrier term is the largest: the gain must move slightly to hold $S$, and the carriers' recombination moves with it.

### The same equations for one mode

For mode +1, $\gamma_1=(\Delta_1-\Delta_0)+\gamma_0\approx0.207+0.019=0.226$ /ns. Spontaneous noise alone gives $4/\gamma_1=17.7$ ns at zero frequency. Adding $\delta\mu$ raises this to 18.9 ns. At 10 MHz the response factor $1/[1+(\omega/\gamma_1)^2]$, with $\omega=0.063$ /ns, leaves 17.5 ns, or −77.6 dB/Hz.

Linear theory is only approximate for a mode that fluctuates by 100%. The decay rate derived in the fibre section, 0.175 /ns, would give about −77 dB/Hz if the decay were a single exponential. The uncertainty is thus about 1 dB in a gap of 69 dB.

### Is sharing really the cause?

Give a single mode the photon number of mode +1, about 3990, but its own reservoir. Hold the threshold current, gain slope, lifetime, losses and saturation per photon fixed. In linear theory its noise at 10 MHz falls to −115.3 dB/Hz, which is 38 dB below that of the mode sharing its gain. With so few photons its rms over all frequencies is about 40%, so linear theory is again only approximate: the nonlinear value is about 1 dB higher, near −114 dB/Hz, and the gap is about 37 dB. It is still noisier than the full laser, since it has far fewer photons. But most of the side-mode noise has gone, because its carriers now respond to its own photon number.

### Where the total is not quiet

Write $u=\delta S/S$ and $q=g'\delta n$. Shared saturation of 0.3% gives a damping rate $C=0.003\,\kappa=1.24$ /ns. Keeping the dominant photon noise,
$$\dot u=q-Cu+f,\qquad \dot q=-\Gamma_nq-\Omega^2u,$$
where $f$ has strength $2r$, $\Gamma_n=1/\tau+g'S=1.52$ /ns and $\Omega^2\approx g'S\kappa$. Stationarity of $\langle u^2\rangle$ gives $\langle uq\rangle=C\langle u^2\rangle-r$. Stationarity of $\langle q^2\rangle$ gives $\langle q^2\rangle=-\Omega^2\langle uq\rangle/\Gamma_n$. Stationarity of $\langle uq\rangle$ gives $\langle q^2\rangle=\Omega^2\langle u^2\rangle+(C+\Gamma_n)\langle uq\rangle$. For large $\Omega$ the last term is negligible, so $-\langle uq\rangle=\Gamma_n\langle u^2\rangle$ and
$$\langle u^2\rangle\approx\frac{r}{C+\Gamma_n}=\frac{0.0159}{2.76}=0.0058 .$$
This is an rms of 7.6%; the simulation gives 7.5%. The resonance lies at 2.33 GHz. Within a 1 GHz band the simulated total fluctuates by only 0.51%. "Quiet total power" is a statement about a detector that does not reach the resonance.

## Exposure by a filter

A filter with transmissions $T_i$ passes $\sum T_ix_i$, with variance $\sum_{ij}T_iT_j\mathrm{Cov}(x_i,x_j)$. For equal $T_i$ this vanishes, because the shares sum to 1. Any other choice spoils the cancellation in general.

In the 1 GHz band, the main mode alone fluctuates by 11.4% and mode +1 alone by 98%, against 0.51% for the total. Removing 18% of the light, all of it in side modes, thus raises the relative rms by a factor of more than 20. The removed light carried the compensating fluctuation.

## Exposure by fibre dispersion

A fibre removes no mode but delays mode $i$ by $\tau_i$. With 17 ps/(nm km) and 20 km, neighbouring modes separate by 0.340 ns. Measure delays from the main mode and use $x_0=1-\sum_{i\ne0}x_i$:
$$\sum_ix_i(t-\tau_i)=1+\sum_{i\neq0}\left[x_i(t-\tau_i)-x_i(t)\right].$$
Each side mode is compared with its own past, so what matters is how fast its share changes.

Let $C_{ij}(\tau)$ be the correlation of $\delta x_i$ and $\delta x_j$ at time difference $\tau$. Zero current makes it symmetric in time. Over a short $\tau$,
$$2\langle D_{ij}\rangle\tau=\langle\Delta x_i\Delta x_j\rangle=2\left[C_{ij}(0)-C_{ij}(\tau)\right],$$
so the initial slope of $C_{ij}$ is $-\langle D_{ij}\rangle$. A single exponential with this slope decays at
$$\Gamma_i=\frac{r\langle x_i(1-x_i)\rangle}{\sigma_i^2}\approx r\left(\frac1{\bar x_i}-2\right),$$
using $\langle x_i^2\rangle=2\bar x_i^2$. For mode +1 this is $0.0159\,(13.0-2)=0.175$ /ns. Treating the side modes as independent gives
$$\sigma_{\rm fibre}^2\approx2\sum_{i\neq0}\sigma_i^2\left(1-e^{-\Gamma_i|\tau_i|}\right).$$

The contributions to this variance, in units of $10^{-4}$, are:

- mode +1: 6.8, and mode −1: 4.8,
- modes ±2 together: 4.8,
- modes ±3 and ±4 together: 2.3.

The sum, 18.7, is an rms of 4.3%, and the simulated shares give 4.3%. The outer modes hold little power, but they are delayed more and change faster, so they count for more than their variances $\sigma_i^2$ alone suggest.

Two limits frame the result. For short delays the variance grows in proportion to fibre length. For long delays it saturates at $2\sum_{i\ne0}\sigma_i^2$, an rms of 13.5%, since the modes then arrive with unrelated fluctuations.

At frequency $\omega$, the difference of a signal and its delayed copy carries the factor $|1-e^{-i\omega\tau_i}|^2=4\sin^2(\omega\tau_i/2)$. Dispersion exposes nothing at zero frequency, unlike a filter. In the 1 GHz band the simulated received power fluctuates by 3.6%, seven times the 0.51% at the laser.

## Beside a real diode

The parameters are rough values for a Fabry–Perot diode with cleaved facets in steady operation. Sending its light through 20 km near 1550 nm is a deliberately dispersive choice. One assumption that a real diode can break is that of equally shared saturation. If an extra tenth of the saturation acts on the mode that causes it, the main share becomes 0.77 and its relative rms 0.150 instead of 0.117; with the opposite sign they become 0.86 and 0.088. The tenth is an illustration, not a bound: with a third instead of a tenth, and the opposite sign, they become about 0.90 and 0.05. Including 21 modes lowers the main share from 0.819 to 0.804, and 81 modes would lower it to about 0.795 if the gain stayed parabolic that far out. The 1 K drift has a larger effect than any of these changes, as shown above, so the noise of one mode is not a fixed property of such a diode. A directly modulated laser needs a separate treatment, because $S$ is then not steady.

In this model, with losses, gain curve and $a$ held fixed, weak side-mode shares fall as $1/S$. More power therefore steadies the main mode, but each weak side mode keeps a relative rms near 1. Near threshold the argument fails, since the carriers no longer hold $S$ nearly fixed. The remaining figures are in the numerical output.

## Calculated quantities

```
fixed-gain test: mean 10.000, variance 110.00 photons
wavelength 1550 nm, photon energy 0.7999 eV
cavity 300 um, group index 4.0, facet R 0.30
internal loss 15 /cm, inversion factor 2.0
gain parabola width 40 nm, peak offset 0.1 spacings
gain slope 1.0e-05 /ns per carrier, carrier lifetime 1.0 ns
threshold current 10 mA, power both facets 2.0 mW
shared gain compression 0.30 percent
mode spacing 1.0010 nm
photon loss 413.2 /ns, mirror part 300.8 /ns
total photon number 51883
spontaneous rate a 826.4 /ns, r = a/S 0.01593 /ns
gain deficit of mode +1 relative to main 0.2070 /ns
relaxation resonance 2.33 GHz
mode: mean share, relative rms of share (clamped formula)
  -4: 0.0037, 1.000
  -3: 0.0064, 1.000
  -2: 0.0140, 1.000
  -1: 0.0513, 1.000
  +0: 0.8193, 0.117
  +1: 0.0769, 0.999
  +2: 0.0171, 1.000
  +3: 0.0073, 1.000
  +4: 0.0040, 1.000
simulated share main 0.8188, mode +1 0.0771
simulated relative rms main 0.116, mode +1 0.993
correlation main with +1: formula -0.804, simulated -0.802
correlation +1 with -1: formula -0.00021
total rms, all frequencies: linear 7.45, simulated 7.52 percent
RIN at 10 MHz, total -146.4 dB/Hz
RIN at 10 MHz, main mode -97.5 dB/Hz
RIN at 10 MHz, mode +1 -77.6 dB/Hz
RIN at 10 MHz, same photons with own reservoir -115.3 dB/Hz
low-frequency total floor from formula -146.4 dB/Hz
rms in 1 GHz, total: simulated 0.507, linear 0.508 percent
rms in 1 GHz, main mode filtered out alone 11.43 percent
rms in 1 GHz, mode +1 filtered out alone 98.4 percent
fibre 20 km, 17 ps/(nm km): delay per mode 0.3404 ns
decay rate of mode +1 share 0.1754 /ns
partition rms after fibre: formula 4.32, simulated 4.26 percent
rms in 1 GHz after fibre: simulated 3.55, linear 3.50 percent
long-fibre limit of partition rms 13.53 percent
neglected, 10% extra self-saturation: main share 0.768, relative rms 0.150
neglected, 10% extra cross-saturation: main share 0.857, relative rms 0.088
neglected, 21 modes instead of 9: main share 0.8037
neglected, 1 K warmer (0.4 nm drift): main share 0.454, relative rms 0.579
neglected, mode spacing over kT at 300 K 0.0200
```
